# Rejection-free kinetic Monte Carlo for anisotropic silicon etching

## What the time setting controls

Suppose an etching simulation removes atoms in a plausible order but gives every removal the same time increment $\delta t$. Each silicon atom occupies a volume $a^3/8$, where $a$ is the cubic lattice constant, so a surface of area $A$ recedes at $a^3/(8A\,\delta t)$. This contains nothing about the facet. At equal area, (100), (110) and (111) etch equally fast, and the anisotropy has been lost in the clock.

A second failure is one of cost. If trial removals are accepted or rejected, a slow facet consumes nearly all its trials in rejections. In the model below, an atom on flat (111) leaves 0.000553 times as fast as one on flat (100). Even if the acceptance ceiling were only the flat (100) rate, one removal from flat (111) would need about $1/0.000553\approx1800$ trials. Atoms that have lost more neighbours leave faster still, so a ceiling valid throughout the etch is higher and the cost is greater.

These problems can arise when barriers from electronic-structure calculations are passed to a lattice-kinetics module. The settings to choose are the event selection, the clock, the neighbour range of the rate table and the cell size. The recommended selection is rejection-free; the clock depends on the quantity wanted.

## The rate model and its limits

Let $n_1$ and $n_2$ be the numbers of nearest and second neighbours present. Suppose a removal barrier is additive in them:

$$E(n_1,n_2)=E(2,8)+\varepsilon_1(n_1-2)+\varepsilon_2(n_2-8).$$

With an Arrhenius rate $k=\nu e^{-E/k_BT}$ and a common prefactor $\nu$, define $k_0=\nu e^{-E(2,8)/k_BT}$ and $e_i=\varepsilon_i/k_BT$. Then

$$k(n_1,n_2)=k_0e^{-e_1(n_1-2)-e_2(n_2-8)},\qquad n_1\le3,$$

and $k(4,n_2)=0$, because a fully bonded atom is taken to be out of reach of the etchant. The example uses chosen parameters, $k_0=1\ \mathrm{s^{-1}}$, $e_1=6$ and $e_2=1.5$. They are not computed barriers for a particular solution.

Removal is irreversible. There is no redeposition, diffusion, reconstruction or transport limit in the liquid. A detached fragment remains until its atoms dissolve individually. If any of these processes matters, its events must be added; a better clock cannot supply missing chemistry.

## Counting neighbours on the lattice

Measure positions in units of $a/4$. Atoms on one sublattice have bonds

$$(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1);$$

those on the other have the opposite vectors. The twelve second-neighbour vectors are the permutations and sign choices of $(2,2,0)$. A neighbour of a top atom is missing when its vector has a positive product with the outward normal.

- On (100), two bonds and four second-neighbour vectors point outward: $(n_1,n_2)=(2,8)$.
- On (110), with normal $(1,1,0)$, one bond points outward, as do $(2,2,0)$, $(2,0,\pm2)$ and $(0,2,\pm2)$: $(3,7)$.
- On (111), ending at the upper half of a bilayer, one bond and three second-neighbour vectors point outward: $(3,9)$.

The flat-surface rates are therefore $k_0$, $k_0e^{-e_1+e_2}$ and $k_0e^{-e_1-e_2}$, or 1, 0.0111 and 0.000553 $\mathrm{s^{-1}}$.

The cell repeats along two vectors in the surface. It must be wide enough that no neighbour is counted twice through different periodic images. Below the simulated slab, material is treated as present.

## Why one random wait is enough

In a given state, atom $i$ has a constant removal rate $k_i$. Its probability of surviving to time $t$ is $e^{-k_it}$. The clocks are independent until the first removal, so the probability that nothing has happened is

$$S(t)=\prod_i e^{-k_it}=e^{-Rt},\qquad R=\sum_i k_i.$$

The probability density that atom $i$ leaves at $t$, with all others still present, is

$$k_ie^{-k_it}\prod_{j\ne i}e^{-k_jt}=k_ie^{-Rt}=\frac{k_i}{R}\,Re^{-Rt}.$$

The last form is a product. Atom $i$ wins with probability $k_i/R$, and the wait is exponential with mean $1/R$, whichever atom wins. For $u$ uniform on $(0,1]$, set $\tau=-\ln u/R$. Then $\tau>t$ means $u<e^{-Rt}$, which has probability $e^{-Rt}$, as required.

Rejection can give the same process. Let $K$ be at least as large as every rate, and let $N$ atoms be candidates. Trials occur at total rate $\Lambda=NK$; a uniformly chosen atom is accepted with probability $k_i/K$. The acceptance probability per trial is $p=\sum_i k_i/(NK)=R/\Lambda$. An exponential trial wait has Laplace transform $\Lambda/(\Lambda+s)$, so the wait to the first acceptance has transform

$$\sum_{m=1}^{\infty}p(1-p)^{m-1}\left(\frac{\Lambda}{\Lambda+s}\right)^m
=\frac{p\Lambda}{s+p\Lambda}=\frac{R}{s+R}.$$

This is again an exponential of rate $R$. The mean number of trials is $1/p=NK/R$. Rejection is therefore valid if rejected trials also advance time, but it is expensive when most exposed atoms are slow.

## The algorithm

Atoms with equal $(n_1,n_2)$ have equal rates. Give them the class label $c=13n_1+n_2$, which is unique because $0\le n_2\le12$. If class $c$ has $N_c$ members, $R=\sum_cN_ck_c$. Choosing a class with probability $N_ck_c/R$ and then one member with probability $1/N_c$ gives each atom the required probability $k_c/R$.

```
build neighbour lists; label atoms; fill class lists
time = 0
repeat until enough atoms have been removed:
    form cumulative sums of N_c k_c; the last is R
    draw u in (0,1]; time = time - ln(u)/R
    draw x in [0,R); find the first cumulative sum > x
    draw one atom uniformly from that class; remove it
    for each nearest neighbour present:
        move it from class c to c - 13
    for each second neighbour present:
        move it from class c to c - 1
```

To delete an atom from a class list, put the last member in its place, update that member's stored position and shorten the list. This takes a fixed number of operations. One event changes at most $4+12$ neighbour labels, so its cost does not grow with the number of atoms, once the lists exist.

The process cannot stall while material remains. An atom at the greatest height has at least one outward bond, which must be empty. Hence $n_1\le3$, its rate is positive and $R>0$.

## Random clock or mean clock

A module may offer $\tau=1/R$ instead of a random wait. Fix the sequence of removed atoms, and so the sequence $R_1,R_2,\ldots$. The random waits are then independent, with means $1/R_m$ and variances $1/R_m^2$. The total time $T$ has conditional mean $\sum_m1/R_m$, which is the mean clock. The law of total variance gives

$$\operatorname{Var}T=\operatorname{Var}\!\left(\sum_m\frac1{R_m}\right)+
\left\langle\sum_m\frac1{R_m^2}\right\rangle.$$

Both clocks have the same mean time to a specified number of removals, but the mean clock has less scatter. Use it for a mean etch time or a long-run etch rate. Use the random clock for waiting-time distributions, fluctuations or the state at a fixed time. For a single atom of rate $R$, the true survival probability just before $t=1/R$ is $e^{-1}$; the mean clock gives 1.

## Checking the waiting times on a small film

A small film permits a calculation without sampling. Let $S$ be the set of mobile atoms still present, $T_S$ the mean time to remove them all and $M_S$ the mean square. The next wait is $\tau$, and with probability $p_i=k_i/R$ the remaining time $T'$ starts from $S-i$. Averaging $\tau+T'$ gives

$$T_S=\frac1R+\sum_ip_iT_{S-i}.$$

For the square, expand $(\tau+T')^2=\tau^2+2\tau T'+T'^2$. Since $\tau$ is independent of the winner and the later history, and $\langle\tau^2\rangle=2/R^2$,

$$M_S=\frac2{R^2}+\frac2R\sum_ip_iT_{S-i}+\sum_ip_iM_{S-i}.$$

Start from $T_\varnothing=M_\varnothing=0$ and treat sets of one atom, then two, and so on. Every right-hand side is already known. For the mean clock, $\langle\tau^2\rangle$ is $1/R^2$, so the first 2 in $M_S$ becomes 1. The number of subsets doubles with each added atom, which restricts this check to small films.

The first two removals on a nine-atom (100) level show the mechanism. Initially $R=9\times1=9\ \mathrm{s^{-1}}$, so the mean wait is 0.111 s. Removing one atom takes a second neighbour from four atoms in the level, multiplying each of their rates by $e^{1.5}$. Four others keep rate 1. Two atoms below lose a bond and acquire $(3,8)$, hence rate $e^{-6}$ each. Thus

$$R_2=4e^{1.5}+4+2e^{-6}=21.93\ \mathrm{s^{-1}},\qquad 1/R_2=0.0456\ \mathrm{s}.$$

The next atom is one of the four accelerated neighbours with probability $4e^{1.5}/R_2=0.817$. The simulation gives 0.809 and a mean wait of 0.0469 s. Independent clocks drawn for every atom give 0.818 and 0.0456 s. Tests compare both the distribution of waits and the winning fractions.

Whole-film times were tested against the recursion, with 2000 runs per facet:

- (100), 18 atoms: exact mean for this model 0.464 s, simulated 0.463 s.
- (110), 12 atoms: 22.7 s and 22.4 s.
- (111), 18 atoms: 272.8 s and 271.9 s.

The standard deviations were tested through the variances. The largest relative difference for the random clock is on (100), where 0.170 s was simulated against 0.179 s, about 5% low. It lies inside the test's tolerance of six estimated standard errors of the variance.

The saving from the mean clock is the ratio of variances, since the squared standard error is the variance divided by the number of runs. From the exact standard deviations, the ratios are

$$\left(\frac{0.179}{0.0459}\right)^2\approx15,\quad
\left(\frac{16.8}{1.56}\right)^2\approx120,\quad
\left(\frac{209}{3.59}\right)^2\approx3400$$

for the (100), (110) and (111) films. These are reductions in the runs needed for a given error in the mean film time, not in the cost of one run.

## What delays each facet

The film times can be understood from a few waits. Top atoms on (100) have two bonds from the start, so no three-bond atom has to leave first.

On (110), surface atoms form zigzag chains. Removing one three-bond atom leaves its two chain neighbours with two bonds, and the chain then opens rapidly. The 12-atom film has two chains of six. If opening is much slower than unzipping, the first chain waits $1/(12k)$ and the second $1/(6k)$, with $k=0.01111\ \mathrm{s^{-1}}$:

$$7.5+15.0=22.5\ \mathrm{s}.$$

The full result is 22.7 s. The two exponential waits have combined standard deviation $\sqrt{7.5^2+15.0^2}=16.8$ s, also the full result to this precision. Chain opening therefore accounts for nearly all the time and its scatter.

On (111), removing one upper atom exposes three lower atoms, but these still have three bonds. A second slow event is needed. In the 18-atom film, nine upper atoms compete first, at total rate $9k$ with $k=0.000553\ \mathrm{s^{-1}}$. Afterwards six upper neighbours have rate $ke^{1.5}$, while two other upper atoms and three lower atoms have rate $k$. The first two mean waits are

$$\frac1{9k}=201\ \mathrm{s},\qquad
\frac1{(6e^{1.5}+5)k}=57\ \mathrm{s}.$$

Their sum is 258 s out of 273 s. All sixteen later removals together take about 15 s on average.

These later removals are not all fast. On a wider surface, the second event is usually followed by quick losses that end at a triangular pit of three upper atoms and one lower atom. Every atom at its edge again has three bonds. Three upper atoms lack two second neighbours, six upper and six lower atoms lack one, and the atom beneath the pit has the flat-surface counts. Leaving aside the untouched surface, each atom of which adds $k$, the next slow event at the pit therefore comes at total rate $(3e^{2e_2}+12e^{e_2}+1)k\approx115k$. Each further row needs another such event, but a larger pit offers more places for it.

## From removal times to etch rates

For continued etching, remove enough levels to forget the flat start, then count $\Delta N$ atoms during $\Delta t$:

$$v=\frac{a^3\Delta N}{8A\,\Delta t}.$$

Here eight levels were discarded and the next 24 measured with the mean clock. The quoted uncertainty is one standard error over independent runs. In cells with 64 atoms per level, the rates are

- $v(100)=1.36\pm0.02\ a/\mathrm{s}$,
- $v(110)=0.0358\pm0.0007\ a/\mathrm{s}$,
- $v(111)=0.00625\pm0.00004\ a/\mathrm{s}$.

With the silicon lattice constant $a=0.5431$ nm, the first is $1.36\times0.5431\times3600\approx2660$ nm/h, or 2.66 µm/h. The others are 0.070 and 0.012 µm/h. Their absolute scale follows the chosen $k_0$: doubling $k_0$ at fixed $e_1,e_2$ doubles every rate and leaves the ordering unchanged.

The order $v(100)>v(110)>v(111)$ was tested in this cell and in one with 16 atoms per level, with each gap required to exceed four combined standard errors. It is a result for these parameters and cells, not a law of the diamond lattice and not a prediction for silicon in a given etchant: in concentrated aqueous KOH, (110) is measured to etch faster than (100). The cells also start flat and contain none of the steps that a miscut wafer supplies.

Flat-atom rates alone do not give the speed ratios. The flat (110) and (111) rates differ by $e^{2e_2}=e^3\approx20$, whereas the facet speeds in the cell with 64 atoms per level differ by a factor of 5.7. The speed also depends on how a first vacancy changes the rates around it.

A lower bound provides a check on the rates. While $j$ atoms remain in the highest level, each has at most the flat-surface neighbour counts, so their total rate is at least $jk_{\rm top}$. The mean time to the next loss from that level is at most $1/(jk_{\rm top})$. Clearing $N$ atoms takes on average at most

$$\frac{H_N}{k_{\rm top}},\qquad H_N=\sum_{j=1}^N\frac1j.$$

Dividing the level spacing by this time bounds the long-run speed from below. On (111), the time for the lower half of the bilayer, whose atoms then have at most one bond, is added, and the spacing used is that of whole bilayers, $a/\sqrt3$. All measured rates satisfy the bound. For the large (100) cell it is 0.053 $a$/s, far below the measured 1.36 $a$/s, because it ignores the acceleration by missing neighbours and removal from lower levels. It should not be used as an estimate.

## Choosing the cell and the neighbour range

Cell size is a physical setting when a rare opening event clears a large area. Going from 16 to 64 atoms per level doubles both the chain length and the number of chains on (110). If chain opening alone set the speed, doubling the length at a fixed number of chains would double it. The measured factor, with both doubled, is 1.68. The cause of the difference was not isolated.

For (111), consider a fresh bilayer with isolated vacancies appearing at rate $\alpha=Nk$. Each starts a growing pit at approximate rate $g=(6e^{e_2}+3)k\approx30k$, from its six upper and three lower neighbours. A vacancy born at $t'$ has started a pit by $t$ with probability $1-e^{-g(t-t')}$. For independent births, the probability of no growing pit is

$$P(t)=\exp\!\left[-\alpha\int_0^t(1-e^{-gs})\,ds\right].$$

If $\alpha\ll g$, the first vacancy is the bottleneck and the mean wait tends to $1/\alpha\propto1/N$. If $\alpha\gg g$, the relevant times are short, $1-e^{-gs}\approx gs$, and

$$P(t)\approx e^{-\alpha gt^2/2},\qquad
\int_0^\infty P(t)\,dt\approx\sqrt{\frac{\pi}{2\alpha g}}\propto N^{-1/2}.$$

A fourfold larger $N$ would thus raise the speed by 4 in the first limit and 2 in the second, if pit growth took no time. The measured factor is 2.01. This does not establish the second limit: $\alpha/g\approx N/30$ is only about 0.5 and 2 in the two cells, and growth time also contributes, because each new row of a pit needs a further slow event. The smaller cell is not converged for any of the three facets, since each speed changes between the cells by more than its error, and these two cells cannot show that the larger one is. The speeds quoted above, and the ratios between them, therefore belong to the cell with 64 atoms per level and are not wide-surface values. The shift is large: with 256 atoms per level, $v(110)$ and $v(111)$ rise to about 0.066 and 0.009 $a$/s, and a single run with 1024 gives about 0.09 and 0.010 $a$/s, while $v(100)$ stays near 1.39 $a$/s. The order of the facets is unchanged, but the (110)/(111) ratio grows from 5.7 to about 7 and 9. Enlarge the cell until the speed stops changing within its error, or report it as a small-cell result.

The neighbour range matters as well. Setting $e_2=0$ in the large cell gives $v(110)=0.0122$ and $v(111)=0.0089\ a/\mathrm{s}$. Their ratio falls from 5.7 to between 1.3 and 1.4, the last digit varying between sets of runs. It also depends on the cell, being about 1.1 with 16 atoms per level and about 1.7 with 256. Second neighbours are thus not needed for (111) to be the slower of these two facets here, but they supply much of the separation. With the nearest-neighbour table the margin between the two facets is small in this cell, so the parameters and the cell size should both be varied before a ranking is reported.

For a production calculation, select rejection-free events and include second neighbours when the barriers resolve them. Use the mean clock for average rates and the random clock for time-dependent statistics. Check a small film against the recursion, then increase the cell separately for each facet. The numerical output gives the corresponding values and errors.

## Numbers as computed

```
k0 = 1.0 1/s; e1 = 6.0; e2 = 1.5 (energies / kT)
(100) flat atom: n1 = 2, n2 = 8, k = 1.000000 1/s
  film of 18 atoms, 2000 runs; mean time: exact 0.4641 s, simulated 0.4626 s
  random clock, standard deviation: exact 0.1793 s, simulated 0.1703 s
  mean clock: mean 0.4648 s; standard deviation: exact 0.0459 s, simulated 0.0449 s
  event 1: R = 9.0000 1/s, 1/R = 0.11111 s, simulated wait 0.10904 s
  event 2: R = 21.9317 1/s, 1/R = 0.04560 s, simulated wait 0.04693 s
  event 2, independent clocks: mean wait 0.04557 s
  event 2 at in-plane second neighbour: k sum/R = 0.8174, simulated 0.8090, clocks 0.8176
  clock wait by winner: neighbour 0.04549 s, other 0.04590 s
(110) flat atom: n1 = 3, n2 = 7, k = 0.011109 1/s
  film of 12 atoms, 2000 runs; mean time: exact 22.6697 s, simulated 22.4428 s
  random clock, standard deviation: exact 16.7737 s, simulated 16.4829 s
  mean clock: mean 22.6458 s; standard deviation: exact 1.5584 s, simulated 1.6656 s
(111) flat atom: n1 = 3, n2 = 9, k = 0.000553 1/s
  film of 18 atoms, 2000 runs; mean time: exact 272.7960 s, simulated 271.8861 s
  random clock, standard deviation: exact 209.1268 s, simulated 205.3958 s
  mean clock: mean 272.7746 s; standard deviation: exact 3.5874 s, simulated 3.6243 s
small cell, 16 atoms/level, 20 runs: v(100) = 1.25015 +/- 0.01328 a/s; lower bound 0.07395 a/s
small cell, 16 atoms/level, 20 runs: v(110) = 0.02135 +/- 0.00009 a/s; lower bound 0.00116 a/s
small cell, 16 atoms/level, 20 runs: v(111) = 0.00311 +/- 0.00001 a/s; lower bound 0.00009 a/s
large cell, 64 atoms/level, 8 runs: v(100) = 1.36010 +/- 0.01510 a/s; lower bound 0.05270 a/s
large cell, 64 atoms/level, 8 runs: v(110) = 0.03580 +/- 0.00068 a/s; lower bound 0.00083 a/s
large cell, 64 atoms/level, 8 runs: v(111) = 0.00625 +/- 0.00004 a/s; lower bound 0.00007 a/s
v(110) large/small cell = 1.677
v(111) large/small cell = 2.008
e2 = 0, large cell: v(110) = 0.01216 +/- 0.00015 a/s
e2 = 0, large cell: v(111) = 0.00888 +/- 0.00013 a/s
v(110)/v(111), large cell: e2 = 1.5: 5.729; e2 = 0: 1.369
silicon lattice constant a = 0.543102 nm
large cell: v(100) = 2.6592 micrometre/h
large cell: v(110) = 0.0700 micrometre/h
large cell: v(111) = 0.0122 micrometre/h
```
